# Why captures by one oxide trap vary less than Poisson

**Question**

I am stuck on an exercise about random telegraph noise. A single oxide trap in a small transistor switches between empty and filled, and the drain current switches between two levels with it. The dwell times in the two states are exponential, with means of 1 ms and 3 ms. I have to show that, for long observation times, the variance of the number of capture events divided by its mean is 0.625.

My reasoning gives 1. Each capture ends an exponential waiting time, and exponential waiting times are what a Poisson process has. The average cycle lasts 4 ms, so I expected a Poisson count with a rate of 0.25 per ms. Where does this fail? The exercise does not say which state has the 1 ms dwell, or whether the trap starts empty. Does either matter? And would I see this ratio in a real record?

**Answer**

The waiting time that is exponential is the time from the trap becoming empty to the next capture. The time from one capture to the next is different: the trap must first emit its electron and then capture another. That interval is a sum of two exponential times, which is not exponential. A filled trap cannot capture, so each capture makes another one less likely for a while.

**Setting up the rates**

Let \(\tau_c\) be the mean empty time, ended by a capture, and \(\tau_e\) the mean filled time, ended by an emission. All dwell times are independent and the means do not drift. Define

\[
a=\frac1{\tau_c},\qquad b=\frac1{\tau_e},\qquad s=a+b .
\]

An exponential dwell has no memory: an empty trap captures in the next \(dt\) with probability \(a\,dt\), however long it has been empty. Likewise a filled trap emits with probability \(b\,dt\). If \(q(t)\) is the probability of being empty, then

\[
\frac{dq}{dt}=-aq+b(1-q)=b-sq .
\]

The stationary value is \(q=b/s\), and any deviation from it decays as \(e^{-st}\). The stationary capture rate is the rate \(a\) times the probability of being empty:

\[
r=\frac{ab}{s}=\frac1{\tau_c+\tau_e}.
\]

Let \(N\) be the number of captures in a window of length \(t\). If the window opens on a stationary trap, \(\langle N\rangle=rt\). Your mean rate was therefore right; the variance needs more information.

**Counting pairs of captures**

Just after a capture the trap is filled, so \(q=0\). A time \(u\) later,

\[
q(u)=\frac bs\left(1-e^{-su}\right),
\]

and the capture rate, given that first capture, is

\[
h(u)=a\,q(u)=r\left(1-e^{-su}\right).
\]

For a Poisson process this conditional rate would be \(r\) at every \(u\). Here it starts at zero and recovers over a time \(1/s\).

To turn this into a variance, divide the window into intervals so short that each holds at most one capture. Let \(X_i\) be 1 if interval \(i\) holds a capture and 0 otherwise. Then \(N=\sum_i X_i\), and since \(X_i^2=X_i\),

\[
N^2-N=\sum_{i\ne j}X_iX_j=2\sum_{i<j}X_iX_j .
\]

The probability of a capture in \(dt_1\) and another in \(du\) a time \(u\) later is \(r\,dt_1\,h(u)\,du\). For a given separation \(u\), the first capture can lie anywhere in a stretch of length \(t-u\). Hence

\[
\langle N(N-1)\rangle=2r\int_0^t(t-u)h(u)\,du
=2r^2\int_0^t(t-u)\left(1-e^{-su}\right)du .
\]

The first part of the integral is \(t^2/2\). The second follows by integration by parts:

\[
\int_0^t(t-u)e^{-su}du
=\left[-\frac{(t-u)e^{-su}}s\right]_0^t-\frac1s\int_0^t e^{-su}du
=\frac ts-\frac{1-e^{-st}}{s^2}.
\]

Therefore

\[
\langle N(N-1)\rangle=r^2t^2-\frac{2r^2t}{s}+\frac{2r^2}{s^2}\left(1-e^{-st}\right).
\]

The variance is \(\langle N(N-1)\rangle+\langle N\rangle-\langle N\rangle^2\). The terms \(r^2t^2\) cancel. Dividing the rest by \(\langle N\rangle=rt\) gives

\[
F(t)=\frac{\operatorname{Var}N}{\langle N\rangle}
=1-\frac{2r}{s}\left[1-\frac{1-e^{-st}}{st}\right].
\]

**The long-time limit**

For \(st\gg1\) the bracket tends to 1. Using \(s=(\tau_c+\tau_e)/(\tau_c\tau_e)\),

\[
\frac rs=\frac{ab}{s^2}=\frac{\tau_c\tau_e}{(\tau_c+\tau_e)^2},
\]

so

\[
F_\infty=1-\frac{2\tau_c\tau_e}{(\tau_c+\tau_e)^2}
=\frac{\tau_c^2+\tau_e^2}{(\tau_c+\tau_e)^2}.
\]

With 1 and 3 ms,

\[
F_\infty=\frac{1+9}{(1+3)^2}=\frac{10}{16}=0.625 .
\]

The formula is symmetric in the two times, so it does not matter which state has the 1 ms dwell.

The deficit from 1 has a direct reading. The expected number of captures lost after a given capture, compared with a constant rate \(r\), is

\[
\int_0^\infty[r-h(u)]\,du=\frac rs=\frac3{16}.
\]

Each pair enters \(N^2\) twice, so the ratio falls by \(2\times3/16=0.375\).

**Short windows and unequal times**

For \(st\ll1\), \((1-e^{-st})/(st)\approx1-st/2\), and \(F\approx1-rt\). Such a window holds either no capture or one, with probability \(p=rt\) for one. The variance is \(p(1-p)\) and the ratio is \(1-p\). A ratio near 1 in a very short window therefore says nothing about whether the process is Poisson.

Take \(\tau_c=1\) ms and \(\tau_e=3\) ms, so that \(1/s=0.75\) ms. At \(t=10\) ms the exponential is negligible, and

\[
F=0.625+0.375\times\frac{0.75}{10}=0.653 .
\]

Solving numerically for the joint probability of the count and the trap state gives 0.9341, 0.7559, 0.6531 and 0.6320 for windows of 0.3, 2, 10 and 40 ms, in agreement with \(F(t)\).

In terms of the filled fraction \(f=\tau_e/(\tau_c+\tau_e)\), the limit reads

\[
F_\infty=1-2f(1-f).
\]

Since \(f(1-f)\le1/4\), this long-time limit cannot fall below 1/2 in the two-state model, and it equals 1/2 for equal dwell times. If one time is much longer than the other, \(F_\infty\) approaches 1. The short dwell then hardly contributes to the cycle, and your Poisson picture becomes a good approximation, with the long dwell as its waiting time.

**Does the starting state matter?**

It does not affect the limit. Imagine two copies of the trap, one starting empty and one filled, running independently until either changes state. If the empty copy captures first, both are now filled and its count is ahead by one. If the filled copy emits first, both are empty and the counts are equal. Because the dwells have no memory, both copies can follow the same sequence of changes from then on. Their counts differ by \(D=0\) or \(D=1\) at any later time.

A variable that takes the values 0 and 1 has a standard deviation of at most 1/2. The standard deviations of the two counts differ by no more than that of \(D\), hence by at most 1/2. Each grows as \(\sqrt t\), so the variances differ by an amount that grows no faster than \(\sqrt t\). Divided by a mean proportional to \(t\), the difference vanishes. A stationary start is a random choice between the two states, so the same argument covers it.

**A second route, through whole cycles**

This route also shows what to do when the dwells are not exponential. Start just after an emission. Cycle \(i\) is an empty dwell plus the following filled dwell, with length \(T_i\), mean \(\mu\) and variance \(\sigma^2\). Let \(S_n=T_1+\dots+T_n\), and let \(M\) be the number of the first cycle that ends after \(t\). Then \(M-1\) cycles are complete, and the number of captures is \(M-1\) or \(M\), depending on whether the current cycle has had its capture.

Write

\[
S_M-M\mu=\sum_{i\ge1}(T_i-\mu)I_i,
\]

where \(I_i=1\) if \(S_{i-1}\le t\) and 0 otherwise. The factor \(I_i\) depends on earlier cycles and not on \(T_i\), so each term has mean zero. In a cross term with \(i<j\), everything except \(T_j-\mu\) is fixed by cycles before \(j\), so its average is zero too. The squares remain:

\[
\left\langle(S_M-M\mu)^2\right\rangle=\sigma^2\sum_i\langle I_i\rangle=\sigma^2\langle M\rangle .
\]

The sums may be averaged term by term because the chance of fitting many cycles into a fixed \(t\) falls rapidly with their number.

Now \(S_M=t+R\), where \(R\) is the time from \(t\) to the end of the current cycle. For exponential dwells, \(R\) is a fresh filled dwell, or a fresh empty dwell plus a filled one, so its variance stays bounded as \(t\) grows. Since \(t\) is fixed, the standard deviation of \(\mu M\) differs from \(\sigma\sqrt{\langle M\rangle}\) by a bounded amount. Hence

\[
\frac{\operatorname{Var}N}{\langle N\rangle}\to\frac{\sigma^2}{\mu^2}.
\]

Replacing \(M\) by \(N\) changes the count by 0 or 1, which drops out as before.

An exponential time with mean \(\tau\) has mean square \(2\tau^2\), hence variance \(\tau^2\). Independent variances add, so \(\sigma^2=1+9=10\ \mathrm{ms}^2\), while \(\mu^2=16\ \mathrm{ms}^2\). The ratio is again 0.625.

**What to count in a record**

Count one kind of step, captures or emissions. If you count every current step, the total is \(2N\) to within one. Its variance is then four times as large and its mean twice as large, so the long-time ratio becomes \(2\times0.625=1.25\). That lies above 1 although the trap is the same.

For a numerical case, keep \(\tau_c=1\) ms and \(\tau_e=3\) ms and use repeated 1 s windows. The mean count is \(1000/4=250\), and the standard deviation is

\[
\sqrt{0.625\times250}=12.5,
\]

against \(\sqrt{250}=15.8\) for a Poisson count. For windows that open on a stationary trap, the finite length adds only 0.0003 to the ratio. For windows that all start empty, the ratio at 1 s is instead about 0.623, mainly because the mean count is slightly larger.

A simulation of 30,000 such windows gave a ratio of 0.622. The relative statistical error of a variance from \(n\) nearly Gaussian counts is about \(\sqrt{2/n}\), here 0.8%, or 0.005 in the ratio, so the result agrees with 0.625. The simulated mean was 250.53 rather than 250 because every window began with an empty trap. The initial excess in \(q\) is \(1-b/s=a/s\), and it decays as \(e^{-st}\), so the extra mean count is

\[
a\int_0^\infty\frac as e^{-st}dt=\left(\frac as\right)^2=0.75^2=0.56 .
\]

**How a real transistor changes the number**

Consider an n-channel transistor at 300 K with a uniform gate oxide 5 nm thick and a trap 1 nm from the channel. These values, the millisecond dwells and the activation energies below are rough typical choices; dwell times differ greatly from trap to trap. The model assumes constant rates and one exponential law per state, and a real device can break both assumptions.

*Sampling.* Suppose the state is read without error every \(\delta=0.01\) ms. A change of state that reverses between readings is missed. The observed dwells are whole numbers of samples, with probabilities of ending at the next reading

\[
p_c=\frac as(1-e^{-s\delta}),\qquad p_e=\frac bs(1-e^{-s\delta}).
\]

A dwell that ends with probability \(p\) per sample has mean \(1/p\) and variance \(1/p^2-1/p\). Put \(n=1/p_c+1/p_e\), the mean cycle in samples. Because \(p_c/p_e=a/b\), the cycle formula gives \(F_\infty-1/n\). Here 0.66% of the captures are missed, \(n\approx403\), and the ratio is 0.6225. Current noise that causes false steps is a separate error, not included here.

*Temperature.* Let the dwell times be thermally activated, with 0.5 eV for capture and 0.6 eV for emission. The mean cycle then responds with the weighted energy \((1\times0.5+3\times0.6)/4=0.575\) eV. If the temperature is steady within each window but varies by 0.1 K rms between windows, the relative change in cycle time is

\[
\varepsilon=\frac{0.575\ \mathrm{eV}\times0.1\ \mathrm K}{k_BT^2}=0.74\%.
\]

To leading order this adds \((\varepsilon\langle N\rangle)^2\) to the variance, and so \(\varepsilon^2\langle N\rangle=0.014\) to the ratio. A simulation with a larger wander, 0.3 K, gave 0.748 against a predicted 0.749. The added term grows with window length. With the same 0.1 K wander between windows, it would cancel the whole deficit of 0.375 at about \(0.375/0.0137\approx27\) s. A useful window is therefore long compared with \(1/s\), but short enough for drift to be small.

*Gate voltage.* A change \(\Delta V\) across the oxide moves the trap level relative to the channel by \(q_e\Delta V\times(1/5)\), where \(q_e\) is the elementary charge. In thermal equilibrium \(\tau_c/\tau_e\) varies exponentially with this shift divided by \(k_BT\). If the voltage wanders by 0.1 mV rms between windows, all of it falls across the oxide, and the whole effect is assigned to \(\tau_e\), the cycle time changes by 0.058%. The ratio rises by 0.00008, which is negligible here. The factor 1/5 is approached only in strong inversion. Near or below threshold the surface potential follows the gate, and the factor moves towards 1; at a factor of 1 the rise is 25 times larger, about 0.002, which is still small.

*Temperature of use.* At 85 °C, with the same activation energies and no other change in the rates, the dwells become 0.0433 and 0.0693 ms. They are now closer to equal, and \(F_\infty\) falls to 0.527. This value depends on the assumed 0.1 eV difference, which fits dwells of 1 and 3 ms at 300 K only if the prefactors differ by a factor of 16, that is, if the trap has an entropy change of about \(2.8\,k_B\). With equal prefactors the difference would be \(k_BT\ln3=0.028\) eV and \(F_\infty\) at 85 °C would be 0.59. With equal activation energies both times would shrink by the same factor and the ratio would stay at 0.625. The 0.01 ms sampling would no longer be fast enough at this temperature: the sampling formula gives about one capture in six missed.

*A silent state.* The largest change in these examples comes from breaking the exponential law. Suppose that after 1% of filled dwells the trap enters a state from which it cannot capture, for an exponential time averaging 100 ms, before becoming empty again. The mean cycle is

\[
\mu=1+3+0.01\times100=5\ \mathrm{ms}.
\]

The extra time has mean 1 ms and mean square \(0.01\times2\times100^2=200\ \mathrm{ms}^2\), hence variance \(199\ \mathrm{ms}^2\). The cycle variance is \(10+199=209\ \mathrm{ms}^2\), and

\[
F_\infty=\frac{209}{25}=8.36 .
\]

The captures now come in bursts separated by long pauses. This value is a limit for windows much longer than 100 ms; a 1 s window is only ten such pauses long, so it should not be read as the precise 1 s result.

In windows long compared with \(1/s\), you would therefore see a ratio near 0.625 in a real record if the trap has two states with exponential dwells averaging 1 and 3 ms, the sampling resolves both without false steps from noise, and the rates hold steady within and between windows. A measured ratio above 1 for captures alone means that at least one of these conditions fails, provided the window count is large enough to exclude statistical scatter. The ratio alone does not tell you which: in long enough windows slow drift raises it, and so does a rare, long silent state like the one above. A brief silent state can instead lower it: slightly if it is rare, and below 1/2 if it is frequent. A 1 ms exponential pause after every filled dwell gives \(11/25=0.44\). Plotting the count against time and the distribution of each dwell helps to separate them.

The numerical output below lists the main values used here; the others follow from them by the arithmetic shown.

## Table of computed values

```
mean empty time (to capture): 1.0 ms
mean filled time (to emission): 3.0 ms
relaxation rate s: 1.3333 1/ms; 1/s: 0.750 ms
stationary capture rate r: 0.250 1/ms
filled fraction: 0.750
cycle mean: 4.0 ms; variance: 10.0 ms^2
long-time variance/mean, formula: 0.6250
long-time variance/mean, eigenvalue: 0.6250
variance/mean for equal dwell times: 0.500
master equation, window 0.3 ms: mean 0.075, variance/mean 0.9341
master equation, window 2.0 ms: mean 0.500, variance/mean 0.7559
master equation, window 10.0 ms: mean 2.500, variance/mean 0.6531
master equation, window 40.0 ms: mean 10.000, variance/mean 0.6320
example window: 1.0 s; temperature: 300 K
mean number of captures: 250.0
standard deviation: 12.50; Poisson: 15.81
simulated windows: 30000; mean 250.53, variance/mean 0.622
finite-window excess in ratio: 0.00028
sampling interval: 0.01 ms; captures missed: 0.66 %
variance/mean of sampled record: 0.6225
activation energies: capture 0.5 eV, emission 0.6 eV
temperature wander: 0.1 K rms; relative cycle change: 0.74 %
excess in ratio from temperature wander: 0.0137
test wander 0.3 K rms: simulated ratio 0.748, predicted 0.749
oxide thickness: 5.0 nm; trap depth: 1.0 nm
gate wander: 0.1 mV rms; relative cycle change: 0.058 %
excess in ratio from gate wander: 0.00008
at 358.15 K: empty time 0.0433 ms, filled time 0.0693 ms
variance/mean at 358.15 K: 0.527
silent state: probability 0.01, mean duration 100 ms
with silent state: cycle mean 5.0 ms, variance 209.0 ms^2
long-time variance/mean with silent state: 8.36
```
